# Penetration depth of an evanescent X-ray wave below the critical angle

A plane, monochromatic X-ray wave travels in vacuum and meets a flat, uniform medium at a small angle $\alpha$, measured from the surface. The medium is thick enough that nothing returns from its far side. The $x$ axis lies along the surface in the plane of incidence, and $z$ points into the medium, with $z=0$ at the surface. Fields vary in time as $e^{-i\omega t}$.

The algebra uses atomic units, in which the electron has mass 1 and charge $-1$, in the Gaussian form of Maxwell's equations; the speed of light is then $c\approx137$. The vacuum wave number is $k=\omega/c=2\pi/\lambda$. Numerical values are in electronvolts and angstroms.

The penetration depth $\Lambda$ is the distance along $z$ over which the intensity $|E|^2$ falls by a factor $e$. The aim is to find it for any small angle, and then its limit at zero angle when absorption is negligible.

## (a) How does the medium respond?

*Treat the electrons, of density $\rho$, as free, and find the permittivity. Then add weak absorption with linear absorption coefficient $\mu$.*

**Solution.** An electron driven by a field $E\cos\omega t$ obeys

$$\ddot x=-E\cos\omega t .$$

Integrating twice gives $x=(E/\omega^2)\cos\omega t$ plus a uniform drift. The drift has no part at frequency $\omega$, so it does not contribute to the response. The polarization is charge times density times displacement,

$$P=-\rho x=-\frac{\rho}{\omega^2}E\cos\omega t .$$

Since $\varepsilon E=E+4\pi P$,

$$\varepsilon=1-\chi,\qquad \chi=\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=4\pi\rho .$$

The minus sign arises because a free electron is displaced along the field, opposite to the force on it at that instant. The permittivity is therefore slightly below 1, which makes total reflection from the vacuum side possible. The free-electron model requires a photon energy far above the binding energies of the electrons that matter.

Absorption adds a positive imaginary part: $\varepsilon=1-\chi+i\eta$. To relate $\eta$ to $\mu$, take a wave running straight into the medium, $e^{ik\sqrt{\varepsilon}z}$, and write $\sqrt\varepsilon=n'+in''$. Its intensity falls as $e^{-2kn''z}$, so $\mu=2kn''$. The imaginary part of $(n'+in'')^2=\varepsilon$ gives $2n'n''=\eta$. Hence $\mu=k\eta/n'$, and because $n'$ differs from 1 by only about $\chi/2$,

$$\eta\simeq\frac{\mu}{k}.$$

## (b) What is the wave below the surface?

*Find the normal component $k_z$ of the wave vector in the medium, and express $\Lambda$ through it.*

**Solution.** Take first the electric field perpendicular to the plane of incidence (s polarization). In the uniform medium it obeys

$$\nabla^2E+k^2\varepsilon E=0 .$$

The boundary conditions must hold at every $x$, so the waves on both sides have the same dependence on $x$, namely $e^{ik_xx}$ with $k_x=k\cos\alpha$. Inserting $E\propto e^{ik_xx+ik_zz}$ gives $k_x^2+k_z^2=k^2\varepsilon$, and therefore

$$k_z^2=k^2(\varepsilon-\cos^2\alpha)=k^2(\sin^2\alpha-\chi+i\eta).$$

Of the two square roots, the one with $\operatorname{Im}k_z>0$ decays into the medium. The other grows without bound and is excluded in a thick medium. Because $k_x$ is real,

$$|E|^2\propto e^{-2z\operatorname{Im}k_z},\qquad \Lambda=\frac{1}{2\operatorname{Im}k_z}.$$

The factor 2 comes from squaring the field: the amplitude needs twice this distance to fall by $e$.

For the other polarization the magnetic field is perpendicular to the plane of incidence and obeys the same wave equation in the uniform medium. The electric field follows from its derivatives and carries the same exponential, so $\Lambda$ is the same.

## (c) What is the depth in real quantities?

*Extract the imaginary part of $k_z$ without approximation in $\alpha$, $\chi$ or $\eta$.*

**Solution.** Define $D=\chi-\sin^2\alpha$ and write $k_z/k=a+ib$ with $a,b$ real. Squaring and separating real and imaginary parts,

$$a^2-b^2=-D,\qquad 2ab=\eta .$$

The sum of squares follows from

$$(a^2+b^2)^2=(a^2-b^2)^2+4a^2b^2=D^2+\eta^2 .$$

Since $a^2+b^2$ is positive, it equals $\sqrt{D^2+\eta^2}$. Subtracting $a^2-b^2=-D$ leaves

$$2b^2=\sqrt{D^2+\eta^2}+D .$$

With $\Lambda=1/(2kb)$ and $1/b=\sqrt2\,[\sqrt{D^2+\eta^2}+D]^{-1/2}$,

$$\boxed{\Lambda=\frac{1}{\sqrt2\,k}\left[\sqrt{D^2+\eta^2}+D\right]^{-1/2}}$$

The same result can be written with the refractive index $n=\sqrt\varepsilon=1-\delta+i\beta$. Squaring $n$ gives $\chi=2\delta-\delta^2+\beta^2$ and $\eta=2\beta(1-\delta)$. For $\delta,\beta\ll1$ these become $\chi\simeq2\delta$ and $\eta\simeq2\beta$. With $\sin\alpha\simeq\alpha$ and $\alpha_c=\sqrt{2\delta}$,

$$\Lambda\simeq\frac{\lambda}{2\sqrt2\,\pi}\left[\sqrt{(\alpha_c^2-\alpha^2)^2+4\beta^2}+\alpha_c^2-\alpha^2\right]^{-1/2}.$$

## (d) What remains at zero angle without absorption?

*Let $\eta\to0$ below the critical angle, then let $\alpha\to0$. How does weak absorption change the answer?*

**Solution.** For $\eta=0$ the sign of $D$ decides the character of the wave. If $D>0$, $k_z$ is purely imaginary and the wave is evanescent. The border $D=0$ defines the critical angle, $\sin\alpha_c=\sqrt\chi$. Below it $\sqrt{D^2}=D$, the bracket in (c) becomes $2D$, and

$$\Lambda=\frac{1}{2k\sqrt D}=\frac{1}{2k\sin\alpha_c}\,\frac{1}{\sqrt{1-\sin^2\alpha/\sin^2\alpha_c}} .$$

As $\alpha\to0$ the last factor tends to 1. Using $k\sin\alpha_c=(\omega/c)(\omega_p/\omega)=\omega_p/c$,

$$\boxed{\Lambda_0=\frac{1}{2k\sin\alpha_c}=\frac{c}{2\omega_p}\simeq\frac{\lambda}{4\pi\alpha_c}}$$

The frequency has cancelled. A higher photon energy shortens the wavelength but lowers the critical angle in the same proportion. In the free-electron model $\Lambda_0$ thus depends on the electron density alone, as $\Lambda_0=c/(4\sqrt{\pi\rho})$. This holds at zero angle; at a fixed nonzero angle the depth does depend on photon energy, through $\alpha_c$.

With weak absorption, set $D=\chi$ in (c) and expand the inner root:

$$\sqrt{\chi^2+\eta^2}+\chi\simeq2\chi\left(1+\frac{\eta^2}{4\chi^2}\right),\qquad \Lambda\simeq\Lambda_0\left(1-\frac{\eta^2}{8\chi^2}\right).$$

The correction is of second order. At a nonzero angle below $\alpha_c$ the same expansion holds with $\chi$ replaced by $D$ and $\Lambda_0$ by the lossless depth at that angle. "Negligible absorption" therefore means $\eta\ll D$, a condition that becomes harder to meet as the critical angle is approached.

## (e) Is there any field to penetrate at zero angle?

*For s polarization, find the intensity just below the surface relative to that of the incoming wave.*

**Solution.** Let $q=k\sin\alpha$. Apart from the common factor in $x$, the field is $e^{iqz}+re^{-iqz}$ above the surface and $te^{ik_zz}$ below it. The tangential electric field is continuous. So is the tangential magnetic field, which is proportional to $\partial E/\partial z$. At $z=0$ this gives

$$1+r=t,\qquad q(1-r)=k_zt .$$

Multiplying the first equation by $q$ and adding the second eliminates $r$:

$$t=\frac{2q}{q+k_z}.$$

Without absorption and below $\alpha_c$, $k_z=ik\sqrt D$, so

$$|t|^2=\frac{4\sin^2\alpha}{\sin^2\alpha+D}=\frac{4\sin^2\alpha}{\chi}.$$

This vanishes as $\alpha\to0$. Thus $\Lambda_0$ is the limit of a decay length, while the field that decays becomes ever weaker. At $\alpha=0$ itself there is no transmitted wave whose depth could be measured.

At a fixed nonzero angle below $\alpha_c$, sufficiently weak absorption affects this intensity more strongly than it affects the depth. In the notation of (c),

$$|t|^2=\frac{4\sin^2\alpha}{\sin^2\alpha+2a\sin\alpha+a^2+b^2}.$$

For $\eta\ll D$ we have $b\simeq\sqrt D$, $a=\eta/(2b)\simeq\eta/(2\sqrt D)$ and $a^2+b^2\simeq D$. The denominator grows from $\chi$ to $\chi+\eta\sin\alpha/\sqrt D$, which is a change of first order in $\eta$.

## (f) What happens at and above the critical angle?

*Evaluate the general result at $D=0$, and for $D<0$ with $|D|\gg\eta$.*

**Solution.** At $D=0$ the bracket in (c) equals $\eta$, so

$$\Lambda(\alpha_c)=\frac{1}{k\sqrt{2\eta}} .$$

The lossless formula diverges here, and absorption keeps the depth finite. The rounded region is where $|D|$ is comparable with $\eta$. Since $D\simeq2\alpha_c(\alpha_c-\alpha)$ near the critical angle, its half-width is about $\eta/(2\alpha_c)$.

Well above the critical angle, $\sqrt{D^2+\eta^2}\simeq|D|+\eta^2/(2|D|)$. The large terms cancel and the bracket becomes $\eta^2/(2|D|)$, giving

$$\Lambda\simeq\frac{1}{\sqrt2\,k}\,\frac{\sqrt{2|D|}}{\eta}=\frac{\sqrt{\sin^2\alpha-\chi}}{\mu}.$$

This is ordinary absorption along a slanted path. The refracted beam makes an angle with the surface whose sine is close to $\sqrt{|D|}$, and it travels a distance $1/\mu$ before its intensity falls by $e$.

## (g) What are the numbers for a silicon-like surface?

*Take a photon energy of 8000 eV, an electron density of 0.70 per cubic angstrom and an absorption length $1/\mu=700000$ angstrom. Find the critical angle, $\Lambda_0$ and the depth at $0.15^\circ$. Judge how far a real wafer departs from the model.*

**Solution.** The wave number is $k=4.0542$ per angstrom and the plasma energy is 31.07 eV. Then

$$\chi=\left(\frac{31.07}{8000}\right)^2=1.508\times10^{-5},\qquad \eta=\frac{1}{4.0542\times700000}=3.524\times10^{-7}.$$

The critical angle is $\sqrt\chi=3.883\times10^{-3}$ rad, or $0.2225^\circ$. The zero-angle depth is

$$\Lambda_0=\frac{1}{2\times4.0542\times3.883\times10^{-3}}=31.8\ \text{angstrom}\quad(3.18\ \text{nm}).$$

With $\eta/\chi=0.0234$, absorption changes it by a relative $-7\times10^{-5}$. At $0.15^\circ$, $\sin^2\alpha/\chi=0.4545$, and the lossless formula gives $31.76/\sqrt{0.5455}=43.0$ angstrom. The general formula gives the following values.

| Angle (degree) | Depth (angstrom) | Surface intensity |
|---|---|---|
| 0.05 | 32.6 | 0.20 |
| 0.10 | 35.5 | 0.80 |
| 0.15 | 43.0 | 1.78 |
| 0.20 | 72.3 | 3.08 |
| 0.2225 | 294 | 3.23 |
| 0.30 | 2459 | 1.43 |

The depth stays within about 16% of $\Lambda_0$ over the lower half of the range below $\alpha_c$, then rises steeply as $\alpha_c$ is approached. The rounded region has a half-width of about $4.5\times10^{-5}$ rad, or $0.003^\circ$. At $0.15^\circ$ the lossless surface intensity would be $4\times0.4545=1.82$; the tabulated 1.78 is about 2% lower, the first-order effect found in (e). The depth at the same angle changes by only about 0.01 angstrom.

These depths were tested by solving the wave equation on a grid, with an incoming wave of unit amplitude, and reading the decay from the computed field. At all six angles the two agree within a relative $10^{-4}$. With absorption removed and the density held fixed, the grid solution at $0.001^\circ$ gives 31.76 angstrom at both 8000 and 16000 eV. The surface intensity there, computed at 8000 eV, is only $8\times10^{-5}$.

The input values are rough ones for a silicon wafer under a laboratory X-ray source. Among the departures sized here, an error in the incidence angle moves the depth at $0.15^\circ$ most: a shift of $0.01^\circ$ down or up gives 40.9 or 45.7 angstrom, about $-5\%$ or $+6\%$. Differentiating the lossless formula at small angles shows why the working angle matters:

$$\frac{d\Lambda}{\Lambda}\simeq\frac{\alpha\,d\alpha}{\alpha_c^2-\alpha^2}.$$

For the same shift this estimate is 6% at $0.15^\circ$ but 21% at $0.20^\circ$. The second value is only rough, because the depth there rises too steeply for a linear estimate. Within the range of total reflection, a well-defined depth thus calls for an angle well below critical, at the price of a weaker field.

The inner electrons of silicon are not quite free at 8000 eV. Representing this by a rough 0.25 extra effective electrons per atom of 14 shortens the depth by 1.6% at $0.15^\circ$ and by 0.9% at zero angle. Close to the critical angle the effect is much larger, because the same correction moves $\alpha_c$ to $0.2245^\circ$: the depth falls by about 4% at $0.20^\circ$ and by about 30% at $0.2225^\circ$, from 294 to 207 angstrom. Well above $\alpha_c$ the depth is proportional to $1/\mu$, so an absorption length of 660000 instead of 700000 angstrom lowers the value at $0.30^\circ$ by about 6%. The last three depths in the table are therefore model values, not accurate ones for a wafer. A native oxide of 20 angstrom, with 0.66 electrons per cubic angstrom, raises the intensity 43 angstrom below the outer surface by about 3%. A graded surface with 5 angstrom rms width changes the intensity at that depth by $-0.04\%$. This change is so small only near this angle; at other angles below critical it can reach several tenths of a percent. Neither the oxide nor the grading alters the decay length further down, because the wave equation there is unchanged. The graded profile describes roughness averaged along the surface and omits diffuse scattering.

Replacing the uniform medium by a cosine density wave along $z$, with amplitude equal to the mean density and the 1.36 angstrom spacing of the atomic planes under a (001) surface, changes the decay length at $0.15^\circ$ by a relative $5\times10^{-6}$ for s polarization and by about $-2\times10^{-6}$ for the other polarization. The wider layer spacing under a (111) surface, 3.14 angstrom, gives a few times $10^{-5}$, which is still negligible. Periodicity along the surface is left out, so the result does not apply at orientations where the crystal diffracts the beam. Finally, a beam 0.05 mm high spreads over $0.05/\sin0.15^\circ=19$ mm of surface. A shorter sample intercepts only part of it, which reduces the signal but not the penetration depth.

## Numbers as computed

```
photon energy: 8000 eV
wavelength: 1.5498 angstrom
wave number k: 4.0542 1/angstrom
electron density: 0.70 1/angstrom^3
absorption length 1/mu: 700000 angstrom
plasma energy: 31.07 eV
chi: 1.5081e-05, from electron motion: 1.5081e-05
eta: 3.5237e-07, eta/chi: 0.0234
delta: 7.5406e-06, beta: 1.7619e-07
critical angle: 0.2225 degree = 3.883 mrad
zero-angle depth c/(2 omega_p): 31.76 angstrom = 3.176 nm
angle (degree) | depth formula, wave (angstrom) | surface |E|^2
  0.0500 | 32.59, 32.59 | 0.2008
  0.1000 | 35.55, 35.55 | 0.7983
  0.1500 | 42.99, 42.99 | 1.7790
  0.2000 | 72.33, 72.33 | 3.0801
  0.2225 | 293.82, 293.82 | 3.2271
  0.3000 | 2458.66, 2458.64 | 1.4328
largest error of small-angle form: 2.3e-05
wave at 0.001 degree, 8000 eV, no loss: 31.758 angstrom
surface |E|^2 at 0.001 degree: 8.08e-05
wave at 0.001 degree, 16000 eV, no loss: 31.759 angstrom
lossless depth at 0.15 degree: 43.00 angstrom
loss correction at zero angle: -6.82e-05
its coefficient of (eta/chi)^2: -0.1250
depth ratio at critical angle, eta/4 to eta: 2.0000
ordinary absorption depth at 0.30 degree: 2458.4 angstrom
neglected effects at 0.15 degree:
depth for angle -/+ 0.01 degree: 40.85, 45.69 angstrom
binding: 0.25 extra electrons on 14
  depth change: -1.60 %, at zero angle: -0.88 %
oxide 20 angstrom, 0.66 1/angstrom^3
  |E|^2 change one depth down: 2.65 %, decay length change: 1.4e-06
roughness 5 angstrom rms
  |E|^2 change one depth down: -0.04 %, decay length change: 1.4e-06
atomic planes 1.36 angstrom apart, decay length change: 5.4e-06
footprint of a 0.05 mm beam: 19.1 mm
```
